# An Ordered Binary Compound Is Not a Disordered Alloy

A chain of 200 atoms, half of them A and half B in strict alternation, has a resistance of 13.4 kΩ between two metallic leads. If each site is instead given an A or a B atom at random with equal probability, the typical resistance, meaning the geometric mean over many such chains, is 3.9 MΩ, about 290 times larger. The atoms, the coupling between neighbours, the leads and the electron energy are the same. Moreover, lengthening the ordered chain to 2000 atoms does not raise its resistance, which is then 13.2 kΩ.

These numbers contradict a reasonable-sounding belief: a foreign atom in a pure metal scatters electrons, so a crystal made half of one element and half of another must be full of scatterers and have a large residual resistivity, the part that survives at zero temperature. The premise is true. The conclusion fails because scattered waves add with phases, and in a periodic arrangement those phases are regular.

The correct statement has a condition. For independent electrons in a static, perfect, infinite lattice at zero temperature, an ordered binary crystal has zero residual resistivity if a band of nonzero width is partly filled. If every band is full or empty, and a gap separates the full bands from the empty ones, it is an insulator.

## Bloch states do not require identical atoms

Let $H$ be the Hamiltonian of one electron in a crystal whose cell may contain any number of atoms. Translation by a lattice vector $\mathbf R$ moves each A onto an A and each B onto a B, so it commutes with $H$. Translations also commute with each other. The eigenstates of $H$ can therefore be chosen as eigenstates of all of them. With periodic boundary conditions a translation repeated often enough is the identity, so its eigenvalues have modulus one, and

$$\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\,\psi(\mathbf r).$$

The contents of the cell never entered.

The chain makes this concrete. I use atomic units ($\hbar=1$, energies in hartree). Site energies are $+\Delta$ on A and $-\Delta$ on B, and the matrix element between neighbours is $-t$. Let the amplitudes in cell $m$ be $u\,e^{i\theta m}$ on A and $v\,e^{i\theta m}$ on B. Atom A touches the B of its own cell and the B of the cell before, so

$$(E-\Delta)u=-t(1+e^{-i\theta})v,\qquad (E+\Delta)v=-t(1+e^{i\theta})u.$$

A solution other than $u=v=0$ exists only if the determinant of these two linear equations vanishes, which gives

$$E^2-\Delta^2=t^2|1+e^{i\theta}|^2=2t^2(1+\cos\theta)=4t^2\cos^2(\theta/2).$$

There are two bands, $E=\pm\sqrt{\Delta^2+4t^2\cos^2(\theta/2)}$, separated by a gap $2\Delta$ at $\theta=\pi$. Each solution is a stationary state with a definite phase $\theta$ per cell: the difference between the atoms has changed the bands, but it does not scatter one Bloch state into another.

## Why the belief tempts

Start from an average lattice, in which every site has the mean energy, and treat the deviations $u_n$ as a perturbation. For $N$ sites at positions $\mathbf n$, the matrix element between plane waves $\mathbf k$ and $\mathbf k+\mathbf p$ is

$$V_{\mathbf p}=\frac1N\sum_n u_n e^{-i\mathbf p\cdot\mathbf n}.$$

Suppose each site is A with probability $x$, independently of the others, and let $\delta$ be the difference of the site energies. Then $u_n=\delta(1-x)$ on A and $-\delta x$ on B, so that

$$\langle u_n^2\rangle=\delta^2\left[x(1-x)^2+(1-x)x^2\right]=\delta^2x(1-x).$$

In $\langle|V_{\mathbf p}|^2\rangle$ the terms with two different sites average to zero, because each factor has zero mean. The $N$ remaining terms give

$$\langle|V_{\mathbf p}|^2\rangle=\frac{x(1-x)\delta^2}{N}.$$

On average over such crystals, every wave vector is coupled to every other with the same strength. Each coupling is weak, but there are $N$ of them, and together they can drain an initial state into a continuum. This is the origin of the factor $x(1-x)$ in alloy scattering. The step that cannot be taken is to insert $x=1/2$ for an ordered compound, because independent occupation was assumed.

In a simple cubic crystal with alternating atoms, $u_n=\Delta e^{i\mathbf Q\cdot\mathbf n}$, where $\mathbf Q$ has the component $\pi$ per site along each axis. The sum is then $\Delta$ for $\mathbf p=\mathbf Q$ and zero for every other $\mathbf p$. For $\Delta=0.01$ hartree and 216 sites, the numerical output shows one nonzero component, with $|V_{\mathbf Q}|^2=1.0\times10^{-4}$ hartree². A random crystal with $x=0.25$ has $3.47\times10^{-7}$ hartree² in each component on average, in agreement with $0.25\times0.75\times(0.02)^2/216$.

A single coupling offers no continuum to decay into. It joins $\mathbf k$ to $\mathbf k+\mathbf Q$, and a second application leads back. Let only nearest neighbours be coupled, and let $\varepsilon_{\mathbf k}$ be the band of the average lattice, whose mean site energy is zero. The shift by $\mathbf Q$ reverses the sign of each cosine in it, so $\varepsilon_{\mathbf k+\mathbf Q}=-\varepsilon_{\mathbf k}$. What remains is a two-by-two matrix with diagonal $\pm\varepsilon_{\mathbf k}$ and off-diagonal $\Delta$, whose eigenvalues obey $E^2=\varepsilon_{\mathbf k}^2+\Delta^2$. Diagonalizing the crystal in real space confirms this.

## A current that needs no field

The probability on a site changes at the rate $2\,\mathrm{Im}(\psi_n^*(H\psi)_n)$. The flow from B in cell $m$ to A in cell $m+1$ is therefore

$$J=2\,\mathrm{Im}\left(-t\,u^*v\,e^{-i\theta}\right).$$

The derivative of a band energy is the expectation value of the derivative of its two-by-two Hamiltonian. The element that couples A to B is $-t(1+e^{-i\theta})$, with derivative $it\,e^{-i\theta}$. For a state normalized over $N_c$ cells, $|u|^2+|v|^2=1/N_c$, and

$$\frac1{N_c}\frac{dE}{d\theta}=2\,\mathrm{Re}\left(it\,u^*v\,e^{-i\theta}\right)=-2t\,\mathrm{Im}\left(u^*v\,e^{-i\theta}\right)=J.$$

Allowed phases are $2\pi/N_c$ apart. If the states from $\theta_1$ to $\theta_2$ in one band are filled with both spins, the particle current is

$$I=2\int_{\theta_1}^{\theta_2}\frac{d\theta}{2\pi}\frac{dE}{d\theta}=\frac{E(\theta_2)-E(\theta_1)}{\pi}.$$

Each occupied state is an eigenstate of the full crystal Hamiltonian, so this current is constant in time with no field applied. A conductor with nonzero resistivity would need a field to sustain it. Hence the resistivity is zero. Here resistivity means the weak-field response, with the field taken to zero before long times are considered. The argument carries over to three dimensions, where a shifted occupation of Bloch states is stationary for the same reason.

A full band has $\theta_2=\theta_1+2\pi$, equal end energies and $I=0$. Shifting its occupation changes nothing, which is why a partly filled band is needed.

## Resistance against length

Zero resistivity should also appear as a resistance that stops growing with length. Place $N$ AB cells between leads with site energy zero and the same $t$. With $x_n=(\varepsilon_n-E)/t$, where $\varepsilon_n$ is the site energy, the equation at site $n$ reads $\psi_{n+1}=x_n\psi_n-\psi_{n-1}$. In a lead, waves $e^{\pm iqn}$ satisfy $2\cos q=-E/t$, and $e^{iqn}$ with $0<q<\pi$ moves to the right.

Let the segment occupy sites $1$ to $M$, and let the real matrix $P$ with rows $(a,b)$ and $(c,d)$ take $(\psi_1,\psi_0)$ to $(\psi_{M+1},\psi_M)$. Each site contributes a factor of determinant one, so $\det P=1$. On the left the wave is $\alpha e^{iqn}+\beta e^{-iqn}$; on the right it is $\gamma e^{iq(n-M)}$. Inverting $P$ gives

$$\psi_1=\gamma(d\,e^{iq}-b),\qquad \psi_0=\gamma(a-c\,e^{iq}).$$

The combination $\psi_1-e^{iq}\psi_0$ removes $\alpha$ and equals $-2i\beta\sin q$. Let $T$ be the transmission probability. The reflection probability is $1-T$, so $F=1/T-1=|\beta/\gamma|^2$. Taking out a common factor $e^{iq}$ and separating real and imaginary parts,

$$F=\frac{[(a-d)+(b-c)\cos q]^2+(b+c)^2\sin^2q}{4\sin^2q}.$$

For one cell, A first and then B, the product of the site matrices has $a=x_Ax_B-1$, $b=-x_B$, $c=x_A$, $d=-1$. Therefore

$$a-d=\frac{E^2-\Delta^2}{t^2}=4\cos^2q-\frac{\Delta^2}{t^2},\quad b-c=\frac{2E}{t}=-4\cos q,\quad b+c=\frac{2\Delta}{t}.$$

The first square bracket reduces to $-\Delta^2/t^2$, and

$$F_1=\left(\frac{\Delta}{t}\right)^2+\frac{(\Delta/t)^4}{4\sin^2q}.$$

The trace of the cell matrix is $x_Ax_B-2=(E^2-\Delta^2)/t^2-2$, which by the band equation is $2\cos\theta$. A two-by-two matrix obeys its own characteristic equation, so $P^2=2\cos\theta\,P-1$. It follows that

$$P^N=\frac{\sin(N\theta)\,P-\sin((N-1)\theta)}{\sin\theta}.$$

This holds for $N=1$. Multiplying by $P$ and replacing $P^2$ gives $P$ the coefficient $2\cos\theta\sin N\theta-\sin(N-1)\theta=\sin(N+1)\theta$ and the unit matrix the coefficient $-\sin N\theta$, both over $\sin\theta$, which is the same formula for $N+1$. The unit matrix drops out of $a-d$, $b$ and $c$. These three are thus multiplied by $\sin N\theta/\sin\theta$, and

$$F_N=F_1\frac{\sin^2N\theta}{\sin^2\theta}\le\frac{F_1}{\sin^2\theta}.$$

At zero temperature the resistance between the leads, for two spins, is $R=(h/2e^2)(1+F_N)$. The constant $h/2e^2=12.9$ kΩ is present even at perfect transmission and belongs to the contacts. Since the bound on $F_N$ does not contain $N$, $R/N\to0$.

Take $t=0.05$, $\Delta=0.01$ and $E=0.08$ hartree, inside the upper band, which runs from 0.0100 to 0.1005. Then $\cos q=-0.8$ and $\sin^2q=0.36$, so

$$F_1=0.04+\frac{0.0016}{1.44}=0.0411,\qquad \cos\theta=\frac{0.0064-0.0001}{0.005}-1=0.26.$$

With $\sin^2\theta=0.932$ the bound is $F_N\le0.0441$, so the resistance cannot exceed 13.48 kΩ at any length. For 10, 100 and 1000 cells it is 13.04, 13.39 and 13.24 kΩ: it oscillates and does not accumulate. The resistance per cell falls from 1304 to 13.2 Ω, and most of what is left is the contact term divided by the length. A direct solution of the scattering equations reproduces $F_N$.

The bound weakens as the energy approaches the band edge next to the gap, $E=\Delta$, where $\sin\theta\to0$. At fixed $N$ the ratio of sines then tends to $N^2$ in the squared form, and $F_N\to N^2F_1$. The group velocity vanishes there, so the metallic argument does not apply at the edge itself. The bound also grows without limit as $E\to2t$, the edge of the band of the leads, because $\sin q\to0$ makes $F_1$ diverge.

In the gap the order is just as perfect, but there is no propagating state. At $E=0$, $\cos\theta=-1-\Delta^2/2t^2=-1.02$. Writing $\theta=\pi+i\kappa$ with $\cosh\kappa=1.02$ turns the ratio of sines into $\sinh^2N\kappa/\sinh^2\kappa$. For 10, 20 and 40 cells $F$ is 13, 735 and $2.2\times10^6$. This is the insulating case excluded by the condition on band filling.

## The same atoms without order

For one site of energy $\pm\Delta$ between the leads, $a-d=2\cos q\pm\Delta/t$, $b-c=-2$ and $b+c=0$. The general formula gives

$$F=w=\frac{\Delta^2}{4t^2\sin^2q}=\frac{0.0001}{0.0036}=0.0278.$$

Now join two scatterers with reflection probabilities $R_1,R_2$ and transmissions $T_1,T_2$. Summing the repeated reflections between them as a geometric series gives

$$T=\frac{T_1T_2}{|1-\sqrt{R_1R_2}\,e^{i\varphi}|^2},$$

where $\varphi$ is the phase of one round trip. For $\rho<1$, $\ln|1-\rho e^{i\varphi}|^2=-2\sum_{j\ge1}\rho^j\cos(j\varphi)/j$, which averages to zero over a uniform phase. If disorder makes the phase uniform, $-\ln T$ adds on average, and for $M$ sites

$$-\langle\ln T\rangle\approx M\ln(1+w).$$

For 200 sites this gives 5.48, while 20,000 sampled chains give 5.72, with a sampling error of about 0.02, which is 4% above the formula. The uniform phase is the one approximation made, so apart from sampling error the excess measures its failure. The typical resistance, $(h/2e^2)\exp(-\langle\ln T\rangle)$, is 3.9 MΩ.

While $Mw\ll1$, the added resistance is about $(h/2e^2)w=359$ Ω per site, proportional to length as the picture of independent scatterers suggests. Longer chains show exponential growth, because the electron is localized. This calculation is for one dimension and does not give the resistivity of a three-dimensional alloy.

A ring of 200 cells compares the two arrangements at fixed composition. It holds 3.17 electrons per cell: two fill the lower band and 1.17 occupy the upper one, a fraction 0.585 of its states. The upper band has its minimum at $\theta=\pi$, so the occupied window has width $0.585\times2\pi=3.676$ around $\pi$. Shifting it by 0.314 puts its ends at 1.618 and 5.294, where the energies are 0.069746 and 0.088573 hartree. The current is $0.018827/\pi=5.99\times10^{-3}$ atomic units, as found from the wavefunctions.

In the ordered ring this current is unchanged after 3000 atomic units of time. If the same atoms are shuffled at time zero, the average over 20 rings falls to 0.33 of its initial value after 300 units, and to $-0.04$ and $-0.06$ after 1000 and 3000, each with a sampling uncertainty of about 0.01. The origin of the small negative values is not examined here.

## What a real compound retains

Suppose each site of the ordered crystal holds the wrong atom with a small probability $\eta$, independently. The mean site energies are $\pm\Delta(1-2\eta)$, still periodic, and they form bands. The fluctuation about that mean has variance $\eta(1-\eta)\delta^2$ on both kinds of site, by the calculation made above for $x$. The mean squared coupling it produces between plane waves is then $\eta(1-\eta)\delta^2/N$ per component. This vanishes for perfect order and reaches the random-alloy value at $\eta=1/2$. Between Bloch states the coupling also depends on their weights on A and B. In the chain, with $\Delta'=\Delta(1-2\eta)$, a state of energy $E$ has the weights $(1\pm\Delta'/E)/2$ on A and B. For two states of energies $E$ and $E'$ in the same band, this multiplies the squared coupling by $1+\Delta'^2/(EE')$. The factor is 2 when both states lie at the band edge next to the gap. It is close to 1 far from the gap only if $\Delta\ll2t$, as in the example used here.

As far as the picture of independent electrons in a static lattice holds, and once the length-independent resistance at the contacts is excluded, a measured residual resistivity in a metallic compound is thus evidence of departures from the ideal crystal: misplaced atoms, vacancies, impurities, boundaries. In a narrow interconnect, rough surfaces belong on that list. The presence of two elements in the chemical formula does not.

## Values computed for the example and the checks

```
hopping t = 0.050 hartree
site energy Delta = 0.010 hartree
band gap 2 Delta = 0.020 hartree
electron energy E = 0.080 hartree
upper band bottom = 0.01000 hartree
upper band top = 0.10050 hartree
lead phase q = 2.49809 rad per site
Bloch phase theta = 1.30777 rad per cell
one-cell F1 = 0.041111 (dimensionless)
upper bound on ordered F = 0.044092 (dimensionless)
contact resistance h/(2e^2) = 12.9064 kohm
bound on ordered resistance = 13.4755 kohm
ordered, 10 cells: F = 0.010559, R = 13.0427 kohm, R/cells = 1304.27 ohm
ordered, 50 cells: F = 0.013434, R = 13.0798 kohm, R/cells = 261.60 ohm
ordered, 100 cells: F = 0.037364, R = 13.3886 kohm, R/cells = 133.89 ohm
ordered, 1000 cells: F = 0.025827, R = 13.2397 kohm, R/cells = 13.24 ohm
midgap, 10 cells: F = 1.3064e+01 (dimensionless)
midgap, 20 cells: F = 7.3491e+02 (dimensionless)
midgap, 40 cells: F = 2.1633e+06 (dimensionless)
one random site w = 0.027778 (dimensionless)
initial random-chain slope = 358.51 ohm per site
random chains sampled = 20000 (count)
random, 20 sites: -<ln T> = 0.5720, formula = 0.5480, typical R = 22.867 kohm
random, 100 sites: -<ln T> = 2.8603, formula = 2.7399, typical R = 225.436 kohm
random, 200 sites: -<ln T> = 5.7172, formula = 5.4798, typical R = 3924.291 kohm
ring length = 200 cells
ring electrons = 3.170 per cell
occupation shift = 0.31416 rad per cell
initial particle current = 5.992859e-03 atomic units
current from band energies = 5.992792e-03 atomic units
shuffled rings averaged = 20 (count)
time 300 a.u.: I/I(0) ordered = 1.000000, shuffled = 0.3300
time 1000 a.u.: I/I(0) ordered = 1.000000, shuffled = -0.0367
time 3000 a.u.: I/I(0) ordered = 1.000000, shuffled = -0.0574
3D lattice = 216 sites
3D ordered nonzero Fourier components = 1 (count)
3D ordered |V_p|^2 = 1.0000e-04 hartree^2
3D random fraction of A = 0.25 (dimensionless)
3D random mean |V_p|^2 = 3.4693e-07 hartree^2
3D random formula = 3.4722e-07 hartree^2
```
